Thermal Expansion and Polymorph Stability from the Quasi-Harmonic Free Energy

A crystal may have several polymorphs that are close in energy. Which of them has the lowest free energy depends on static energies, on vibrations, and on how far each crystal expands when heated. This problem derives the expansion from the free energy and then follows its effect on the competition between two model polymorphs.

In the quasi-harmonic model, vibrations are independent harmonic oscillators whose frequencies depend on the structure but not separately on temperature. For one polymorph at volume V and temperature T,

F(V,T) = E(V) + Σᵢ f(ωᵢ(V),T).

Here E is the static energy and f is the free energy of one oscillator. All extensive quantities refer to one formula unit. In a crystal the sum therefore stands for a Brillouin-zone average, without the three uniform translations. All ωᵢ are taken as real and positive. The Grüneisen parameter of mode i is

γᵢ = −d ln ωᵢ / d ln V,

so γᵢ > 0 means that the mode softens when the crystal expands. A prime denotes d/dV, and k is Boltzmann's constant.

**(a) Find the free energy f, energy u and heat capacity c of one mode. How do f and the entropy s change with frequency at fixed temperature?**

The levels are ħω(n + 1/2). With x = ħω/kT, the geometric series gives

Z = Σₙ e^(−x(n+1/2)) = e^(−x/2)/(1 − e^(−x)),

f = −kT ln Z = ħω/2 + kT ln(1 − e^(−x)).

The mean energy is u = −∂ ln Z/∂(1/kT) at fixed ω:

u = ħω/2 + ħω/(eˣ − 1).

At fixed ω, ∂x/∂T = −x/T, and therefore

c = ∂u/∂T = [−ħω eˣ/(eˣ − 1)²](−x/T) = k x²eˣ/(eˣ − 1)².

For the frequency derivative of f, use ∂x/∂ω = ħ/kT:

∂f/∂ω = ħ/2 + kT · [e^(−x)/(1 − e^(−x))] · ħ/kT = ħ/2 + ħ/(eˣ − 1) = u/ω.

The entropy is s = (u − f)/T. Both u/T and f/T are functions of x alone, so s is too. Raising ω at fixed T increases x, while raising T at fixed ω decreases it:

∂s/∂ln ω = x ds/dx,  T ∂s/∂T = −x ds/dx.

The second expression equals c, because T ds is the heat absorbed at fixed frequency. Hence

∂s/∂ln ω = −c.

Stiffening a mode lowers its entropy at a rate set by its heat capacity.

**(b) The crystal is held at pressure P. What condition fixes its volume?**

At fixed P and T, equilibrium minimizes F + PV. By the chain rule and part (a),

∂F/∂V = E′ + Σᵢ (uᵢ/ωᵢ) dωᵢ/dV.

The definition of γᵢ gives dωᵢ/dV = −γᵢωᵢ/V, so

∂F/∂V = E′ − (1/V) Σᵢ γᵢuᵢ.

Setting ∂F/∂V + P = 0 gives

−E′(V) + P_ph = P,  P_ph = (1/V) Σᵢ γᵢuᵢ.

The phonon pressure P_ph pushes the crystal outward if the weighted sum is positive. Since uᵢ contains ħωᵢ/2, the volume generally differs from the static one even at T = 0. A stable minimum also requires F_VV = ∂²F/∂V² > 0.

**(c) Find the volumetric expansion coefficient α = (1/V)(∂V/∂T) at fixed P.**

The condition ∂F/∂V = −P holds at every temperature along V(T). Differentiating it at fixed P gives

F_VV dV/dT + F_VT = 0.

The mixed derivative is an entropy derivative, because S = −∂F/∂T:

−F_VT = (∂S/∂V)_T = Σᵢ (∂sᵢ/∂ln ωᵢ)(d ln ωᵢ/dV) = Σᵢ (−cᵢ)(−γᵢ/V) = (1/V) Σᵢ γᵢcᵢ.

The isothermal bulk modulus is B_T = −V(∂P/∂V)_T. With P = −∂F/∂V this becomes B_T = V F_VV, so F_VV = B_T/V. Then

α = (1/V) · [(1/V) Σᵢ γᵢcᵢ] / (B_T/V),

α = Σᵢ γᵢcᵢ / (B_T V).

With C_V = Σᵢcᵢ and the mean parameter γ̄ = Σᵢγᵢcᵢ/C_V, the same result reads α = γ̄C_V/(B_T V). Since B_T V is positive, the sign of α is the sign of Σᵢγᵢcᵢ. The crystal expands on heating if expansion raises its entropy.

Two limits show how the weights work. For x ≪ 1, c → k, so every mode counts equally and

α → k Σᵢγᵢ/(B_T V).

This still varies with T through V, B_T and γᵢ. For x ≫ 1, c ≈ k x²e^(−x), so a mode with ħω far above kT drops out. In a three-dimensional crystal the acoustic modes remain. Their density is proportional to ω² at low frequency, and c depends on ω/T, so ∫ω²c dω is proportional to T³. With γ independent of ω near the zone centre, α then follows T³ unless the weighted average of γ vanishes.

**(d) Which bulk modulus belongs in the formula, and what is lost by using the static one?**

Differentiate ∂F/∂V once more at fixed T. This requires du/dV. Since u is ħω times a function of x, the argument used for the entropy gives

ω ∂u/∂ω = u − T ∂u/∂T = u − Tc,

du/dV = −(γ/V)(u − Tc).

The product rule applied to −γu/V gives −γ′u/V + γu/V² + γ²(u − Tc)/V². Adding E″ and multiplying by V,

B_T = V E″ + (1/V) Σᵢ [γᵢ(1 + γᵢ)uᵢ − Vγᵢ′uᵢ − γᵢ²Tcᵢ].

This B_T, like V, γᵢ and cᵢ, is evaluated at the equilibrium volume at temperature T. Replacing these quantities by their values at the static minimum V₀, and B_T by the static modulus B₀, gives

α₀ = Σᵢ γᵢ(V₀)cᵢ(V₀) / (B₀V₀),

which is correct at zero applied pressure to leading order in the phonon contributions to pressure and modulus, taken relative to B₀.

The formula fails if some ω² is negative, because f is then undefined. This happens for a high-symmetry phase that is a saddle point of the static energy. If frequencies also depend on T at fixed structure, the entropy derivative acquires terms absent here. The formula describes one polymorph within its own minimum, not the volume jump when one polymorph transforms into another.

**(e) A low-symmetry polymorph can also change its cell shape and internal coordinates. Does the formula survive?**

Let s now denote one such coordinate, and let Φ(V,s,T) be the free energy before s is relaxed. Define F(V,T) = Φ(V,s*(V,T),T), where s* satisfies ∂Φ/∂s = 0 at a minimum. Then

∂F/∂T = ∂Φ/∂T + (∂Φ/∂s)(∂s*/∂T) = ∂Φ/∂T.

The entropy is thus still the sum of mode entropies, evaluated at s*. Its volume derivative at fixed T follows the relaxed structure, so part (c) holds with

γᵢ = −V [∂ln ωᵢ/∂V + (∂ln ωᵢ/∂s)(∂s*/∂V)_T].

B_T comes from the relaxed F, while cᵢ is taken at fixed structure. Several coordinates add one such term each.

It is often convenient to relax s with the static energy alone. To see the cost, let v and s be small displacements from the static minimum, with static force constants H and phonon forces τ:

Φ ≈ (1/2)H_vv v² + H_vs vs + (1/2)H_ss s² − τ_v v − τ_s s.

Full minimization over s gives s = (τ_s − H_vs v)/H_ss. Inserting this in H_vv v + H_vs s = τ_v yields

(H_vv − H_vs²/H_ss) v = τ_v − (H_vs/H_ss) τ_s.

On the static path, s = −(H_vs/H_ss)v. Substitution into Φ and minimization over v give the same equation. The static path is therefore right to leading order in the phonon forces. Clamping s when computing γᵢ drops the τ_s term and is already wrong at that order.

**(f) Evaluate the expansion of two model polymorphs, R and S, at P = 0.**

The parameters are round model values, not those of a particular material. Both polymorphs have V₀ = 35 Å³, B₀ = 200 GPa and B₀′ = 4, where B₀′ is the pressure derivative of the static modulus. The static energy has the Murnaghan form

E(V) = E₀ + (B₀V/B₀′)[(V₀/V)^B₀′/(B₀′ − 1) + 1] − B₀V₀/(B₀′ − 1),

for which V E″ = B₀(V₀/V)^B₀′. E₀ is 60 meV higher in S than in R. Three atoms per formula unit give nine modes, in three groups of three. The frequencies follow

ω(V) = ω(V₀) exp{−(g/2)[(V/V₀)² − 1]},  γ = g(V/V₀)².

Two groups are shared: ħω(V₀) = 40 meV with g = 1.0, and 70 meV with g = 1.5. The soft group has 20 meV and g = −0.5 in R, but 15 meV and g = 2.0 in S.

Newton minimization of F, started at V₀, finds the local minimum that represents the crystal: V = 35.188 Å³ for R at 300 K. There B_T = 195.6 GPa and B_T V = 42.96 eV. The soft group has γ = −0.5054 and c = 0.9513k, so with k = 8.617×10⁻⁵ eV/K it contributes

3(−0.5054)(0.9513)(8.617×10⁻⁵)/42.96 = −2.89×10⁻⁶ per K.

The 40 and 70 meV groups contribute 5.01 and 5.17 in the same unit, so

α(R, 300 K) = (−2.893 + 5.011 + 5.166)×10⁻⁶ = 7.28×10⁻⁶ per K,

where each term is carried to one more digit before adding.

For S the three contributions are 12.18, 5.17 and 5.36, giving 22.7×10⁻⁶ per K. The heat capacities are nearly equal, 7.02k for R and 7.11k for S. The mean parameters are not: γ̄ is 0.517 for R and 1.563 for S. This accounts for most of the threefold difference in α.

The other temperatures give:

R, 50 K: V = 35.164 Å³, α = −0.59×10⁻⁶ per K
R, 900 K: V = 35.411 Å³, α = 11.96×10⁻⁶ per K
S, 50 K: V = 35.215 Å³, α = 4.98×10⁻⁶ per K
S, 900 K: V = 35.945 Å³, α = 30.4×10⁻⁶ per K

R contracts at 50 K because its soft group, with negative γ, carries 96% of the heat capacity, too much for the larger positive γ of the other groups to offset. A root search for Σᵢγᵢcᵢ = 0 places its smallest volume at about 114 K. Above that, the stiffer groups outweigh the soft one. This model has no acoustic branches, so its α vanishes exponentially as T → 0 and not as T³.

Zero-point motion matters too. At 1 K, where thermal excitation is negligible, R has V = 35.164 Å³, which is 0.164 Å³ above V₀. Heating from 1 K to 300 K adds only 0.025 Å³.

For S at 900 K, α₀ = 25.9×10⁻⁶ per K, 15% below the full value. At the expanded volume each γ is larger by (35.945/35)² = 1.055. The product B_T V is smaller, since B_T has fallen to 175.1 GPa:

(175.1 × 35.945)/(200 × 35) = 0.899.

Together these factors raise α by 1.055/0.899 = 1.17, nearly the whole ratio 30.4/25.9.

Now give R a shape coordinate with elastic energy V₀[(1/2)Ks² + Cs(V/V₀ − 1)], where K = 100 GPa and C = 30 GPa. Multiply the frequencies of its three groups, in order of rising energy, by e^(−as) with a = 1.0, −0.5 and 0.8. Statically, ds/d(V/V₀) = −C/K = −0.3, so near V₀ each γ changes by −0.3a. The values −0.5, 1.0 and 1.5 become −0.80, 1.15 and 1.26.

Numerical minimization over V and s at 300 K gives α = 5.72×10⁻⁶ per K. The static path agrees to the digits shown. Clamped γᵢ, used with the relaxed modulus, give 7.62×10⁻⁶ per K, which is 33% above the relaxed result.

**(g) Without the shape coordinate, how does expansion alter the competition between R and S?**

Near V₀, with δ = V − V₀ and P = 0,

F(V₀ + δ) ≈ F(V₀) − P_ph δ + B₀δ²/(2V₀),

where P_ph is taken at V₀. The phonon contribution to the curvature is of higher order and is omitted. The minimum lies at δ = P_phV₀/B₀, and relaxation lowers F by

ΔF_relax ≈ P_ph²V₀/B₀ − P_ph²V₀/(2B₀) = V₀P_ph²/(2B₀).

The gain is quadratic, so it favours the polymorph whose phonon pressure is larger in magnitude when V₀ and B₀ are equal. At 900 K, P_ph is 4.93 GPa for S and 2.26 GPa for R. For S, with 1 eV/Å³ = 160.2 GPa,

35(4.93)²/(2 × 200 × 160.2) eV = 13.3 meV.

The same estimate for R is 2.8 meV. Full minimization gives 14.2 and 2.9 meV.

At fixed V₀ the shared groups cancel from F(S) − F(R). For kT well above the soft quanta, the first part of f combines with the logarithm as

f = kT ln[2 sinh(x/2)] ≈ kT ln x,

and the free-energy difference becomes

F(S) − F(R) ≈ 60 meV − 3kT ln(20/15).

It vanishes near 807 K. The full mode functions at fixed V₀ give 803 K. S wins at high temperature because its softer modes have more entropy.

Allowing both crystals to expand changes the difference at 900 K from −7.2 to −18.6 meV, and the crossing moves down to 707 K. At 707 K the fixed-volume difference is only about 7 meV, so a free-energy change of that size shifts the crossing by about 95 K.

That sensitivity also limits predictions. Between 300 K and 900 K the relaxed difference falls from 35.3 to −18.6 meV, an average slope of −0.090 meV/K. An error of 10 meV in the static energy difference would therefore move the crossing by roughly 110 K in this model. For real polymorphs V₀ and B₀ also differ, and under pressure F + PV must be compared in place of F.
